# Dipole Amplification in Periodic Slab Calculations Without a Dipole Correction

A polar group on one face of a thin ceria slab gives the slab a normal dipole of 0.50 e Å per surface cell. Put the same slab in a periodic cell 25 Å high, with no dipole correction, and a simple dielectric model gives 0.71 e Å. The group, the slab and the surface area are unchanged, yet the dipole has grown by 43 per cent. The growth comes from a uniform electric field that the periodic boundary condition creates, and from the slab's response to it.

Such slabs are used to study half-reactions in atomic layer deposition and etching, where one face carries the reacting groups and the other does not. The spurious field then enters work functions, reaction energies and the orientation of the groups.

## The field required by periodicity

Let the surface normal be \(z\), the cell area \(A\) and the cell height \(L\). The slab is neutral, and the cell boundaries \(z=a\) and \(z=b=a+L\) lie in vacuum. The algebra uses atomic units, in which \(4\pi\varepsilon_0=1\). Let \(\rho(z)\) be the charge density averaged over the surface cell, with nuclei counted as positive and electrons as negative. The normal dipole per cell is

\[
p=A\int_a^b z\,\rho(z)\,dz ,\qquad \int_a^b\rho(z)\,dz=0 . \tag{1}
\]

Neutrality makes \(p\) independent of the origin of \(z\). A positive \(p\) points along \(+z\), from negative towards positive charge.

The averaged potential obeys \(\phi''=-4\pi\rho\), and the field is \(-\phi'\). One integration from \(a\) gives

\[
\phi'(z)=-E-4\pi\int_a^z\rho(z')\,dz' , \tag{2}
\]

where \(E\) is the field at \(z=a\). At \(z=b\) the integral vanishes by neutrality, so the vacuum field is the same on both sides of the slab. A second integration gives

\[
\phi(b)-\phi(a)=-EL-4\pi\int_a^b dz\int_a^z\rho(z')\,dz' .
\]

In the double integral a given \(z'\) occurs for every \(z\) between \(z'\) and \(b\). Exchanging the order therefore produces the weight \(b-z'\):

\[
\int_a^b(b-z')\rho(z')\,dz'
=b\int_a^b\rho\,dz'-\int_a^b z'\rho\,dz'
=0-\frac{p}{A}.
\]

The potential difference across the cell is thus

\[
\phi(b)-\phi(a)=-EL+\frac{4\pi p}{A}. \tag{3}
\]

For an isolated slab with no applied field, \(E=0\) and the two vacuum levels differ by \(4\pi p/A\). A periodic potential must instead satisfy \(\phi(b)=\phi(a)\). Equation (3) then fixes the vacuum field:

\[
E=\frac{4\pi p}{AL}. \tag{4}
\]

This is the field obtained when Poisson's equation is solved by Fourier series and the zero-wavevector component of the potential is dropped. Its sign matters. The potential rises through the dipole layer in the direction of \(p\), so it must fall through the rest of the cell in that direction. A falling potential means a field along \(+z\), parallel to \(p\). The stray field therefore enhances the dipole.

Only the laterally averaged charge produces a field that persists in vacuum. A component with lateral wavevector \(G\neq0\) satisfies \(\phi_G''=G^2\phi_G\) there and decays as \(e^{-G|z|}\). If the vacuum is wide enough for these components to die out, and for the electron densities of neighbouring slabs not to overlap, the images act on the slab through \(E\) alone.

## Self-consistent response

Let \(P(E)\) be the dipole of the isolated slab when a uniform field \(E\) is present in the vacuum on both sides. For a given charge density, the periodic potential and the isolated-slab potential obey the same Poisson equation. Their difference has zero second derivative, so it is a constant plus \(-Ez\). The slab in the periodic cell is therefore an isolated slab in an applied field, and its dipole satisfies

\[
p=P\!\left(\frac{4\pi p}{AL}\right). \tag{5}
\]

Equation (5) does not assume linear response. It does assume that the slab stays in the same electronic state, without charge passing into the vacuum or between the faces.

Now define the intrinsic dipole and the polarisability by

\[
p_0=P(0),\qquad \alpha=\left.\frac{dP}{dE}\right|_{E=0}. \tag{6}
\]

Here \(E\) is the vacuum field, not the smaller field inside the slab. If the ions are clamped, \(\alpha\) is electronic; if they relax, it includes their displacement. To first order in the field, \(P(E)=p_0+\alpha E\). Inserting (4) gives

\[
p=p_0+\frac{4\pi\alpha}{AL}\,p .
\]

Collecting the terms in \(p\) on the left gives the amplification:

\[
p=\frac{p_0}{1-x},\qquad
x=\frac{4\pi\alpha}{AL}=\frac{\ell}{L},\qquad
\ell=\frac{4\pi\alpha}{A}. \tag{7}
\]

In SI form, \(x=\alpha/(\varepsilon_0AL)\). The length \(\ell\) is a property of the slab and its surface coverage, and does not depend on the cell height.

For \(0<x<1\) the result can be expanded as \(p_0(1+x+x^2+\cdots)\). The intrinsic dipole creates a stray field, which induces a further dipole \(xp_0\). That dipole adds its own field, which induces \(x^2p_0\), and so on. A rigid slab has \(\alpha=0\): the stray field is still present, but the dipole is not amplified.

## The energy error

The field also changes the total energy. Let \(e(z)\) be the averaged field of a given charge density in the isolated slab, which vanishes in the vacuum. Equation (3) with \(E=0\) gives

\[
\int_a^b e\,dz=-[\phi(b)-\phi(a)]=-\frac{4\pi p}{A}=-EL ,
\]

where the last step uses (4). In the periodic cell the field is \(e+E\), so

\[
\int_a^b(e+E)^2dz=\int_a^b e^2dz+2E(-EL)+E^2L
=\int_a^b e^2dz-E^2L .
\]

The field energy per cell is \(A/(8\pi)\) times this integral. For the same density, the periodic energy therefore differs from the isolated one by

\[
-\frac{AL}{8\pi}E^2=-\frac{AL}{8\pi}\,\frac{16\pi^2p^2}{A^2L^2}
=-\frac{2\pi p^2}{AL}. \tag{8}
\]

The density then adjusts. Let \(U(p)\) be the lowest energy of the isolated slab for a prescribed dipole. Near its minimum,

\[
U(p)=U_0+\frac{(p-p_0)^2}{2\alpha}. \tag{9}
\]

The coefficient follows from the definition of \(\alpha\): in a fixed external field \(F\) one minimises \(U(p)-pF\), which gives \((p-p_0)/\alpha=F\), as required. Since \(2\pi/(AL)=x/(2\alpha)\), the energy in the periodic cell is

\[
W(p)=U_0+\frac{(p-p_0)^2}{2\alpha}-\frac{x\,p^2}{2\alpha}. \tag{10}
\]

Setting \(dW/dp=0\) gives \(p-p_0=xp\), which is (7) again. The second derivative is \((1-x)/\alpha\), so with \(\alpha>0\) a stable minimum requires \(x<1\). At the minimum,

\[
W-U_0=\frac{x^2p^2-xp^2}{2\alpha}
=-\frac{x(1-x)p^2}{2\alpha}
=-\frac{x\,p_0^2}{2\alpha(1-x)} .
\]

Replacing \(x/(2\alpha)\) by \(2\pi/(AL)\) gives

\[
W-U_0=-\frac{2\pi p_0^2}{AL(1-x)}=-\frac{p_0E}{2}, \tag{11}
\]

where the last form uses \(E=4\pi p_0/[AL(1-x)]\). The periodic cell lowers the energy of a polar slab. In a reaction energy the errors of the initial and final slabs cancel only to the extent that their values of (11) agree.

## A dielectric slab

For a uniform dielectric of thickness \(d\) and relative permittivity \(\varepsilon\), \(\alpha\) can be found directly. The normal displacement is continuous, so a vacuum field \(E\) becomes \(E/\varepsilon\) inside. The polarisation is

\[
\frac{\varepsilon-1}{4\pi}\,\frac{E}{\varepsilon}
=\frac{E}{4\pi}\left(1-\frac1\varepsilon\right).
\]

Multiplication by the volume \(Ad\) gives the induced dipole. Dividing it by \(E\) gives \(\alpha\), and with (7)

\[
\ell=d\left(1-\frac1\varepsilon\right),\qquad
\frac{p}{p_0}=\frac{L}{L-d(1-1/\varepsilon)}. \tag{12}
\]

Because \(\ell<d<L\), this slab satisfies \(x<1\). When \(\varepsilon\to1\) the amplification disappears. When \(\varepsilon\to\infty\) it tends to \(L/(L-d)\), which is set by the ratio of cell height to vacuum width. A strongly polarisable slab does not by itself make the result diverge; in this limit the factor becomes large when the vacuum is thin compared with the cell.

The denominator has a simple electrical meaning. For a polar group in the vacuum above the slab, (4) and (7) give \(E(L-\ell)=4\pi p_0/A\), or

\[
\frac{4\pi p_0}{A}=E(L-d)+\frac{E}{\varepsilon}\,d . \tag{13}
\]

The potential step of the group is balanced by a drop through the vacuum and a drop through the dielectric, in series.

The distinction between vacuum and internal fields is essential here. The response to the internal field is \((\varepsilon-1)Ad/(4\pi)\), larger than \(\alpha\) by a factor \(\varepsilon\). Used with the vacuum field in (7), it would give \(x=(\varepsilon-1)d/L\), which can exceed one and reverse the sign of the predicted dipole.

## Ceria with a polar surface group

The example takes rough parameters for a thin CeO\(_2\) slab: \(A=50\) Å\(^2\), \(d=9\) Å, \(L=25\) Å and \(p_0=0.50\) e Å. The ions are first held fixed, with electronic permittivity 6. With charge in e and potential in V, \(4\pi\) in the formulas becomes \(1/\varepsilon_0=181\) V Å/e.

Equation (12) gives

\[
\ell=9\left(1-\tfrac16\right)=7.5\ \text{Å},\qquad
x=\frac{7.5}{25}=0.30,\qquad
\frac{p}{p_0}=\frac1{0.70}=1.43 .
\]

The periodic dipole is thus \(0.50\times1.43=0.71\) e Å. The isolated slab has a vacuum-level step of \(181\times0.50/50=1.81\) V. The amplified dipole corresponds to 2.59 V, and dividing this by \(L\) gives the stray field,

\[
E=\frac{2.585\ \text{V}}{25\ \text{Å}}=0.103\ \text{V/Å}=10.3\ \text{MV/cm}.
\]

Equation (13) can be checked with these values. The 16 Å outside the dielectric carries \(0.1034\times16=1.65\) V, the slab carries 0.155 V, and their sum is 1.81 V.

These numbers show why the error cannot be removed by subtracting the linear ramp from the potential after the calculation. That would leave the step of the amplified dipole, 2.59 V, instead of 1.81 V. The difference, 0.78 V, comes from a charge density that has already responded to the stray field.

The energy error from (11) is \(-0.50\times0.1034/2=-0.026\) eV per cell, much less conspicuous than the error in the potential step. A total energy that looks nearly converged therefore does not establish that the work function is converged. Had the internal-field response been used by mistake, \(x\) would have been \(5\times9/25=1.80\) and the factor \(1/(1-1.80)=-1.25\), a dipole of the wrong sign.

## What the simple slab leaves out

Ceria responds strongly through its lattice as well as its electrons. With a rough static permittivity of 25, and \(p_0\) held at the same value, \(x\) becomes 0.346 and the amplification 1.53. Relaxing the ions in an uncorrected cell thus relaxes them in a spurious field. In a real relaxation \(p_0\) would generally change too, a separate effect not included in this comparison.

A slab 9 Å thick is only about three O–Ce–O layers of the (111) surface, so a bulk permittivity and a sharp dielectric boundary are crude. Changing \(d\) to 8 or 10 Å, with the other settings fixed, changes the factor to 1.36 or 1.50. Giving the group an effective polarisability volume, meaning its response to the vacuum field with neighbouring groups and substrate included, of 3 Å\(^3\), again at fixed \(p_0\), raises the clamped-ion factor from 1.43 to 1.49. The third digit of the amplification therefore has no material significance. Made one at a time, these changes leave the clamped-ion factor at about 1.4 to 1.5; together, or with relaxed ions, they can take it higher. The assumed step of 1.81 V is a large one, but \(x\) does not depend on it in linear response. A real ceria surface may also contain reduced cerium ions, vacancies or charged groups, and their effect is not sized here.

The stray field can also act on the group's orientation. By (4) the field is proportional to the normal dipole, so in this model, where the group carries the whole intrinsic dipole, it vanishes when the group lies flat and reverses when the dipole reverses. A real one-sided slab can keep a residual normal dipole from bonding and relaxation. If \(\alpha\) is unchanged by the turn, (11) gives an energy difference between upright and flat of \(p_0E/2=0.026\) eV, about 0.6 of \(k_BT=0.043\) eV at 500 K, a rough deposition temperature. The product \(p_0E=0.052\) eV, which the program prints, would be the relevant scale only in a field held fixed. If the group is free to turn, the periodic cell can therefore bias it modestly towards a normal dipole, of either sign. This is a property of the periodic calculation, not a field present at a real growing surface.

Other assumptions are safer here. The potential drop inside the slab is 0.155 V, about 5 per cent of the rough 3 eV gap, so this drop alone does not bring filled states at one face level with empty states at the other. Dividing the drop over one third of the slab by the gap and squaring the ratio gives \(3\times10^{-4}\), a rough scale for the nonlinear response that is odd in the field. A polar slab also has a response quadratic in the field, which this scale does not derive. The clear vacuum beyond the group is 14 Å. For a hexagonal surface cell, the slowest lateral harmonic is reduced across it by a factor of about \(10^{-6}\). With a rough ionisation energy of 6 eV, the ramp lowers the barrier gradually to 4.55 eV across this vacuum. Using the lowest value throughout gives a tunnelling factor of about \(5\times10^{-14}\), an overestimate for this simple barrier. A larger dipole or a smaller gap could invalidate these estimates, and with them the linear formula.

## A self-consistent quantum slab

The dielectric model assumes a local permittivity. The amplification law does not, and it can be examined in a slab whose electrons respond quantum mechanically. The model has six layers 2 Å apart, a cell area of 8 Å\(^2\), and two electrons per layer and cell. Gaussian wells bind the electrons, and sheets of positive charge neutralise them. The last sheet is shifted outward by 0.1 Å to make the slab polar. The electrons are treated at Hartree level with fixed occupations; exchange, correlation and lateral structure are left out. These are model parameters, not those of a material. All calculations use the same 0.1 Å grid, so they can be compared closely with one another, but the last digits quoted depend on that grid. In the fine-grid limit \(p_0\) is unchanged to the digits given, \(\ell\) rises from 7.127 to 7.139 Å, and the amplification in the 20 Å cell rises by about 0.0015, equally in the formula and in the periodic calculation.

The shifted sheet alone would give \(2\times0.1=0.2\) e Å. The self-consistent isolated slab has \(p_0=0.0835\) e Å, because the electronic charge contributes the opposite sign. Applying weak fields of both signs to the isolated slab gives \(\ell=7.127\) Å. Equation (7) then contains no adjustable quantity.

For cell heights of 20, 24 and 32 Å, the formula predicts amplifications of 1.5536, 1.4224 and 1.2865. Separate periodic calculations give 1.5534, 1.4223 and 1.2865. At 20 Å the energy error is \(-0.00612\) eV both from the difference of total energies and from (11).

Equation (5) was tested as well. At each height, the isolated slab was placed in the field calculated from the periodic dipole, and its dipole agreed with the periodic one to within one part in \(10^4\). The small difference that remains between the linear formula and the periodic result at 20 Å may come from nonlinear response, but that attribution is a conjecture.

## Extrapolation and correction

Increasing the vacuum removes the error slowly. From (7), the relative excess is

\[
\frac{p-p_0}{p_0}=\frac{x}{1-x}=\frac{\ell}{L-\ell}. \tag{14}
\]

To make it no larger than a chosen \(\delta\), one needs \(L\geq\ell(1+1/\delta)\). For the clamped-ion ceria example and \(\delta=0.01\), this is \(7.5\times101\approx760\) Å.

A better use of two moderate cells follows from writing (7) as

\[
\frac{L}{p}=\frac{L-\ell}{p_0}. \tag{15}
\]

Subtracting this relation at \(L_1\) from that at \(L_2\) eliminates \(\ell\):

\[
p_0=\frac{L_2-L_1}{L_2/p_2-L_1/p_1},\qquad
\ell=L_1\left(1-\frac{p_0}{p_1}\right). \tag{16}
\]

The slab and its area must be the same in both cells, and the ions must be treated alike. Clamped at the same positions, they give the clamped-ion \(p_0\) and \(\ell\). Relaxed fully in each cell about the same structure, they give the relaxed values, provided the response stays linear. In the quantum model, heights of 20 and 32 Å return \(p_0=0.0835\) e Å and \(\ell=7.125\) Å, close to the direct values. It is \(1/p\), not \(p\), that is linear in \(1/L\). A straight line through the same two values of \(p/p_0\), plotted against \(1/L\), has slope \((1.5534-1.2865)/(1/20-1/32)=14.2\) Å. Its intercept is \(1.2865-14.2/32=0.84\), which is 16 per cent below the correct value of one.

The field can instead be cancelled during the self-consistent calculation. One adds an opposing field \(-4\pi p/(AL)\), updated with the current dipole, and places the corresponding jump in potential in the vacuum. The net vacuum field is then zero, and (5) is replaced by \(p=P(0)=p_0\). The energy must receive the matching term \(+2\pi p^2/(AL)\), which cancels (8). In the quantum model this correction restores 0.0835 e Å even in the 20 Å cell, where the uncorrected dipole is 55 per cent too large.

A symmetric slab offers another route. If equivalent groups occupy both faces and the symmetry is retained, their normal dipoles cancel, so \(p=0\) and (4) gives no stray field. The slab must still be thick enough for the two faces not to influence each other by other means. The numerical output below lists the values for both models.

## Computed results

```
QUANTUM SLAB (model parameters)
layers 6, spacing 2.0 A, area 8.0 A^2
well depth 27.0 eV, well width 0.6 A
ion-sheet width 0.4 A, end-sheet shift 0.1 A
isolated dipole p0 = 0.08347 e A
alpha/(eps0 A) = 7.1270 A
L=20 A: x=0.3564, p/p0 computed 1.55345, formula 1.55364
  energy error computed -0.006120 eV, formula -0.006121 eV
L=24 A: x=0.2970, p/p0 computed 1.42227, formula 1.42239
  energy error computed -0.004670 eV, formula -0.004670 eV
L=32 A: x=0.2227, p/p0 computed 1.28648, formula 1.28654
  energy error computed -0.003168 eV, formula -0.003168 eV
from L=20 and 32 A: p0 = 0.08347 e A, alpha/(eps0 A) = 7.1248 A
dipole-corrected cell, L=20 A: p = 0.08347 e A
CeO2 SLAB WITH POLAR GROUP (rough parameters)
A = 50 A^2, L = 25 A, d = 9 A
p0 = 0.50 e A, gap = 3.0 eV
permittivity: electronic 6, static 25
alpha = 2.0724 e A^2/V
alpha/(eps0 A) = 7.500 A
x = 0.3000, amplification = 1.4286
periodic dipole = 0.7143 e A
isolated potential step = 1.8095 V
periodic dipole step p/(eps0 A) = 2.5850 V
stray field = 0.1034 V/A = 10.34 MV/cm
energy error = -0.0259 eV per cell
with internal-field response: x = 1.80, false factor = -1.25
NEGLECTED EFFECTS (rough sizes)
relaxed ions: x = 0.3456, amplification = 1.5281
relaxed ions: field 0.1106 V/A, energy error -0.0277 eV
thickness 8 A: amplification = 1.3636
thickness 10 A: amplification = 1.5000
group polarisability 3 A^3: x rises by 0.0302, amplification = 1.4929
orienting energy p0*E = 0.0517 eV; kT at 500 K = 0.0431 eV
potential drop inside slab = 0.1551 V, 0.0517 of the gap
nonlinearity scale (drop per third of slab / gap)^2 = 3.0e-04
clear vacuum = 14.0 A; lateral harmonic factor = 1.6e-06
ionisation energy 6 eV, lowered barrier 4.55 eV
vacuum tunnelling factor = 5.1e-14
```
